# Spin--orbit mixing and oscillator-strength ratios in the cesium principal series: a numerical check

```python
# Doublet ratio rho_n = f(6s->np3/2)/f(6s->np1/2) in a one-electron cesium model (atomic units).
# Result under test: rho = 2 (w3/w1) (R3/R1)^2, R_j = R_n + c_j S_n + O(xi^2), c = <l.s> = +1/2 or -1,
# S_n = sum_{k!=n} <k|xi|n> R_k/(E_n-E_k); first order rho = 2(w3/w1)[(1+kap/2)/(1-kap)]^2, kap = S/R.
# R = int u_6s d(r) u_np dr; d = r - AD g/r^2, g = 1-exp(-(r/rc)^3); xi = (a^2/2r) V'/(1-a^2 V/2)^2;
# V = -(1+(Z-1)Om)/r - AD g^2/(2r^4), Om = 1/(1+ETA d_l (exp(r/d_l)-1)); nu = (-2E)^(-1/2).
# Roads: B-spline diagonalization, finite differences in c, Numerov + Milne normalization, hydrogen.
import numpy as np
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags
from scipy.integrate import simpson
from scipy.constants import alpha, physical_constants as pc

EV = pc['Hartree energy in eV'][0]
CM = pc['hartree-inverse meter relationship'][0] / 100
Z, ETA, AD, RC, IP_EV, LAM_UM, IP_CTRL = 55, 6.0, 16.0, 4.0, 3.9, 0.87, 6.5
E6S = -IP_EV / EV
E6P = E6S + 1e4 / LAM_UM / CM

# ---- angular part: diagonalize l.s, dipoles by quadrature on the sphere
ct, wt = np.polynomial.legendre.leggauss(6)
ph = np.arange(8) * np.pi / 4
st = np.sqrt(1 - ct**2)[:, None]
nv = [st * np.cos(ph), st * np.sin(ph), ct[:, None] + 0 * ph]
A = np.array([[np.sum(wt[:, None] * a * b) * (np.pi / 4) * np.sqrt(3) / (4 * np.pi) for b in nv] for a in nv])
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
ls, U = np.linalg.eigh(sum(np.kron(-1j * eps[k], sig[k] / 2) for k in range(3)))
stren = sum(np.sum(abs(U.conj().T @ np.kron(A[:, [q]], np.eye(2)))**2, axis=1) for q in range(3))
S1, S3 = stren[:2].sum(), stren[2:].sum()
assert np.allclose(ls, [-1, -1, .5, .5, .5, .5]) and abs(S1 - 2/3) < 1e-12 and abs(S3 - 4/3) < 1e-12
F1, F3 = S1 / 3, S3 / 3     # f = (2/3) w S R^2 / 2

# ---- B-spline basis
xb = np.concatenate([np.linspace(0, .4, 21), np.linspace(.4, 2, 41)[1:], np.linspace(2, 33, 201)[1:]])
rb, K = xb**2, 7
t = np.concatenate([[0.] * K, rb, [rb[-1]] * K])
spl = BSpline(t, np.eye(len(t) - K - 1), K)
gx, gw = np.polynomial.legendre.leggauss(12)
hw = np.diff(rb)[:, None] / 2
rq, wq = (rb[:-1, None] + hw * (gx + 1)).ravel(), (hw * gw).ravel()
B, dB = csr_matrix(spl(rq)[:, 1:-1]), csr_matrix(spl(rq, nu=1)[:, 1:-1])
mat = lambda v: (B.T @ (diags(wq * v) @ B)).toarray()
S, T = mat(np.ones_like(rq)), 0.5 * (dB.T @ (diags(wq) @ dB)).toarray()
Bref, SHIFT = spl(np.array([0.02]))[0, 1:-1], -2000.0

def solve(H):   # inverted pencil keeps the valence levels accurate; Rayleigh quotient refines energies
    C = eigh(S, H - SHIFT * S)[1][:, ::-1]
    C = C / np.sqrt(np.sum(C * (S @ C), axis=0))
    C = C * np.where(Bref @ C < 0, -1.0, 1.0)
    return np.sum(C * (H @ C), axis=0), C

Ehs, Chs = solve(T + mat(-1 / rq))
Ehp, Chp = solve(T + mat(-1 / rq + 1 / rq**2))
Rh = Chs[:, 0] @ mat(rq) @ Chp
for n in (2, 3, 8, 15):
    assert abs(Ehp[n - 2] + 0.5 / n**2) < 1e-8
    assert abs(Rh[n - 2]**2 / (2.**8 * n**7 * (n - 1.)**(2*n - 5) / (n + 1.)**(2*n + 5)) - 1) < 1e-4
fH = (F1 + F3) * (Ehp - Ehs[0]) * Rh**2
assert abs(fH.sum() - 1) < 1e-5 and abs(fH[0] - 2**13 / 3**9) < 1e-6

# ---- model
def gcut(r, rc):
    y = r / rc
    return -np.expm1(-y * y * y)
def pot(r, d, rc):
    e, g = np.exp(-r / d), gcut(r, rc)
    return -(1 + (Z - 1) * e / (e - ETA * d * np.expm1(-r / d))) / r - AD * g * g / (2 * r * r * r * r)
def xi(r, d, rc):
    dV = pot(r + 1e-30j, d, rc).imag / 1e-30
    return alpha**2 / (2 * r) * dV / (1 - alpha**2 * pot(r, d, rc) / 2)**2
dip = lambda r, rc, pol: r - pol * AD * gcut(r, rc) / r**2
ham = lambda l, d, rc: T + mat(pot(rq, d, rc) + l * (l + 1) / (2 * rq**2))
def fit(l, idx, target, rc):
    lev = lambda d: SHIFT + 1 / eigh(S, ham(l, d, rc) - SHIFT * S, eigvals_only=True)[::-1][idx]
    return brentq(lambda d: lev(d) - target, 0.2, 4.0, xtol=1e-9)
def s_state(target, rc):
    d = fit(0, 5, target, rc)
    E, C = solve(ham(0, d, rc))
    return d, E[5], C[:, 5]
def p_states(rc, cs):
    d = fit(1, 4, E6P, rc)
    H, X = ham(1, d, rc), mat(xi(rq, d, rc))
    return d, X, {c: solve(H + c * X) for c in cs}
def dipoles(cs_, P, rc, pol):
    v = cs_ @ mat(dip(rq, rc, pol))
    sg = np.sign(v @ P[0][1][:, 4])
    return {c: sg * (v @ P[c][1]) for c in P}, sg
def rho(R, P, Es, n):
    i = n - 2
    return F3 * (P[.5][0][i] - Es) * R[.5][i]**2 / (F1 * (P[-1][0][i] - Es) * R[-1][i]**2)

# ---- Numerov on r = x^2, u = sqrt(x) chi; optional Milne energy normalization at r = 49
h = 0.002
xg = h * np.arange(1, 4001)
rg = xg**2
Bnum = spl(rg)[:, 1:-1]
def numerov(E, c, d, rc, pol, us, norm):
    E, c = np.asarray(E, float), np.asarray(c, float)
    G = (8.75 / rg)[:, None] + 8 * rg[:, None] * (pot(rg, d, rc)[:, None] + np.outer(xi(rg, d, rc), c) - E)
    W = 1 - h * h * G / 12
    Y = np.empty_like(G)
    Y[0], Y[1] = W[0] * xg[0]**3.5, W[1] * xg[1]**3.5
    Q = 2 + h * h * G / W
    for i in range(1, len(xg) - 1):
        Y[i + 1] = Q[i] * Y[i] - Y[i - 1]
    u = Y / W * np.sqrt(xg)[:, None]
    D = simpson(u * (us * dip(rg, rc, pol) * 2 * xg)[:, None], dx=h, axis=0)
    if not norm:
        return D
    i = 3499
    r0, s = rg[i], 0.5
    du = (u[i-2] - 8*u[i-1] + 8*u[i+1] - u[i+2]) / (12 * h) / (2 * xg[i])
    k2 = lambda r: 2 * (E - pot(r, d, rc) - c * xi(r, d, rc)) - 2 / r**2
    w0 = lambda r: k2(r)**-0.25
    w = lambda r: (k2(r) + (w0(r + s) - 2 * w0(r) + w0(r - s)) / s**2 / w0(r))**-0.25
    amp2 = (u[i] / w(r0))**2 + (du * w(r0) - u[i] * (w(r0 + s) - w(r0 - s)) / (2 * s))**2
    return D * np.sqrt(2 / np.pi / amp2)
def zeros(d, rc, pol, us):
    Eg = np.linspace(-0.045, 0.25, 120)
    D = numerov(np.tile(Eg, 3), np.repeat([-1, 0, .5], 120), d, rc, pol, us, False).reshape(3, -1)
    rts = [CubicSpline(Eg, y / abs(y).max()).roots(extrapolate=False) for y in D]
    return [r[0] if len(r) else np.nan for r in rts]

STEP = 0.05
ds, Es, cs6 = s_state(E6S, RC)
dp, X, P = p_states(RC, (0, -1, .5, STEP, -STEP))
R, sg = dipoles(cs6, P, RC, 1)
E0, C0 = P[0]
XI = C0.T @ X @ C0[:, :21]
nu = {c: 1 / np.sqrt(-2 * P[c][0][:21]) for c in (0, -1, .5)}
terms, Sn = {}, {}
for n in range(6, 21):
    i = n - 2
    den = E0[i] - E0
    den[i] = np.inf
    terms[n] = XI[:, i] * R[0] / den
    Sn[n] = terms[n].sum()
    assert abs((R[STEP][i] - R[-STEP][i]) / (2*STEP) - Sn[n]) < 2e-3 * abs(Sn[n]) + 1e-6
    assert abs((P[STEP][0][i] - P[-STEP][0][i]) / (2*STEP) / XI[i, i] - 1) < 2e-3
    if n >= 7:
        for c in (-1, .5):
            assert abs(R[c][i] - R[0][i] - c * Sn[n]) < 0.3 * abs(c * Sn[n])
        assert np.argmax(abs(terms[n])) == 4 and 0.5 < terms[n][4] / Sn[n] < 2 and Sn[n] > 0
        assert abs(XI[4, i] / np.sqrt(XI[4, 4] * XI[i, i]) - 1) < 0.03
hi = np.arange(8, 21)
zt = np.array([XI[n-2, n-2] * nu[0][n-2]**3 for n in hi])
St = np.array([Sn[n] * nu[0][n-2]**1.5 for n in hi])
assert zt.max() / zt.min() < 1.1 and St.max() / St.min() < 1.8
ddel = nu[.5][13] - nu[-1][13]
assert abs(ddel / (1.5 * zt[7]) - 1) < 0.15
kap = {n: Sn[n] / R[0][n-2] for n in Sn}
rh = {n: rho(R, P, Es, n) for n in Sn}
wr = {n: 2 * (P[.5][0][n-2] - Es) / (P[-1][0][n-2] - Es) for n in Sn}
assert abs(kap[6]) < abs(kap[7]) < abs(kap[8]) < abs(kap[20])
assert 1.8 < rh[6] < 2.4 and rh[7] > 2.8 and max(rh.values()) > 5
assert all(2 < wr[n] < 2.03 for n in range(7, 21))

us = sg * (Bnum @ cs6)
for n in (15, 20):
    i = n - 2
    sc = np.array([R[c][i] / np.sqrt((nu[c][i+1] - nu[c][i-1]) / 2 / nu[c][i]**3) for c in (-1, 0, .5)])
    nm = numerov([P[c][0][i] for c in (-1, 0, .5)], [-1, 0, .5], dp, RC, 1, us, True)
    assert np.all(abs(sc - nm) < 2e-3 * (abs(sc[0]) + abs(sc[2])))
z = zeros(dp, RC, 1, us)
assert z[0] < z[1] < z[2] and z[1] > -0.012
th = numerov([0, 0, 0], [-1, 0, .5], dp, RC, 1, us, True)
at0 = numerov([z[1], z[1]], [-1, .5], dp, RC, 1, us, True)
rho0 = F3 / F1 * (at0[1] / at0[0])**2
assert 0.3 < rho0 < 0.8 and at0[0] < 0 < at0[1]
Rb, sgb = dipoles(cs6, P, RC, 0)
zb = zeros(dp, RC, 0, sgb * (Bnum @ cs6))
assert zb[0] > z[0] and all(Rb[0][n-2] > R[0][n-2] for n in range(6, 21))
ds3, Es3, c3 = s_state(E6S, 3.0)
dp3, X3, P3 = p_states(3.0, (0, -1, .5))
R3, sg3 = dipoles(c3, P3, 3.0, 1)
z3 = zeros(dp3, 3.0, 1, sg3 * (Bnum @ c3))
dsc, Esc, cc = s_state(-IP_CTRL / EV, RC)
Rc, _ = dipoles(cc, P, RC, 1)
assert all(1 < rho(Rc, P, Esc, n) < 3 for n in range(7, 21))

print(f"inputs: Z={Z}, eta={ETA} 1/bohr, rc={RC} bohr, alpha_d={AD} bohr^3, IP={IP_EV} eV, lambda={LAM_UM} um")
print(f"1/alpha = {1/alpha:.4f}; hartree = {EV:.4f} eV = {CM:.1f} cm^-1; alpha^2 Z/2 = {alpha**2*Z/2:.3e} bohr")
print(f"l.s = {ls[0]:.3f}, {ls[-1]:.3f}; angular strengths {S1:.4f}, {S3:.4f}; f/(w R^2) = {F1:.4f}, {F3:.4f}")
print(f"hydrogen: f(1s-2p) = {fH[0]:.5f}, sum of f = {fH.sum():.6f}")
print(f"fitted d_s = {ds:.4f} bohr, d_p = {dp:.4f} bohr")
print(f"E6s = {Es:.5f}, E6p = {E0[4]:.5f} hartree; nu(6s) = {1/np.sqrt(-2*Es):.4f}")
show = (6, 7, 8, 9, 10, 12, 15, 20)
print("n  nu  zeta(cm^-1)  split(cm^-1)  R(bohr)  S(bohr)  kappa  R*nu^1.5  S*nu^1.5")
for n in show:
    i = n - 2
    print(f"{n} {nu[0][i]:.4f} {XI[i,i]*CM:.2f} {(P[.5][0][i]-P[-1][0][i])*CM:.2f} {R[0][i]:.5f} {Sn[n]:.5f} "
          f"{kap[n]:.4f} {R[0][i]*nu[0][i]**1.5:.4f} {Sn[n]*nu[0][i]**1.5:.4f}")
print("n  R1/2(bohr)  R3/2(bohr)  f1/2  f3/2  rho_exact  rho_first_order  2*w3/w1")
for n in show:
    i = n - 2
    print(f"{n} {R[-1][i]:.5f} {R[.5][i]:.5f} {F1*(P[-1][0][i]-Es)*R[-1][i]**2:.3e} "
          f"{F3*(P[.5][0][i]-Es)*R[.5][i]**2:.3e} {rh[n]:.4g} {wr[n]*((1+kap[n]/2)/(1-kap[n]))**2:.4g} {wr[n]:.4f}")
print("n  <6p|xi|np>(cm^-1) sqrt(z6*zn) En-E6p(cm^-1) a6 | S parts(bohr): core 6p higherE<0 E>0 | 6p share")
for n in (7, 8, 15):
    i, tm = n - 2, terms[n]
    print(f"{n} {XI[4,i]*CM:.2f} {np.sqrt(XI[4,4]*XI[i,i])*CM:.2f} {(E0[i]-E0[4])*CM:.0f} {XI[4,i]/(E0[i]-E0[4]):.5f} | "
          f"{tm[:4].sum():.5f} {tm[4]:.5f} {tm[5:][E0[5:]<0].sum():.5f} {tm[E0>0].sum():.5f} | {tm[4]/Sn[n]:.3f}")
print(f"dR/dc at 8p: finite difference {(R[STEP][6]-R[-STEP][6])/(2*STEP):.5f}, sum {Sn[8]:.5f} bohr")
print(f"15p: delta1/2 = {15-nu[-1][13]:.4f}, delta3/2 = {15-nu[.5][13]:.4f}, diff {ddel:.4f}, 1.5 zeta nu^3 = {1.5*zt[7]:.4f}")
print("20p R per sqrt(energy), a.u., j=1/2, spin-free, 3/2: spline", sc.round(4), "Numerov", nm.round(4))
print("threshold R per sqrt(energy), a.u., j=1/2, spin-free, 3/2:", th.round(4))
print(f"threshold rho = {F3/F1*(th[2]/th[0])**2:.4g}; rho at spin-free zero = {rho0:.3f}")
print("case: zeros above threshold (hartree) j=1/2, spin-free, 3/2 | R(6p) bohr | rho 7p, 10p, 20p")
for name, zz, RR, PP, ee in (("main rc=4", z, R, P, Es), ("bare r", zb, Rb, P, Es), ("rc=3", z3, R3, P3, Es3)):
    print(f"{name}: {zz[0]:.4f} {zz[1]:.4f} {zz[2]:.4f} | {RR[0][4]:.3f} | "
          + " ".join(f"{rho(RR, PP, ee, n):.4g}" for n in (7, 10, 20)))
print(f"main zeros in eV: {z[0]*EV:.3f} {z[1]*EV:.3f} {z[2]*EV:.3f}")
print(f"rc=3 refit: d_s = {ds3:.4f}, d_p = {dp3:.4f} bohr")
print(f"control s at {IP_CTRL} eV: d_s = {dsc:.4f} bohr, nu = {1/np.sqrt(-2*Esc):.4f}, R(20p) nu^1.5 = {Rc[0][18]*nu[0][18]**1.5:.3f}")
print("control rho 7p, 10p, 20p: " + " ".join(f"{rho(Rc, P, Esc, n):.3f}" for n in (7, 10, 20)))
print("all assertions hold")
```

Running it gives:

```
inputs: Z=55, eta=6.0 1/bohr, rc=4.0 bohr, alpha_d=16.0 bohr^3, IP=3.9 eV, lambda=0.87 um
1/alpha = 137.0360; hartree = 27.2114 eV = 219474.6 cm^-1; alpha^2 Z/2 = 1.464e-03 bohr
l.s = -1.000, 0.500; angular strengths 0.6667, 1.3333; f/(w R^2) = 0.2222, 0.4444
hydrogen: f(1s-2p) = 0.41620, sum of f = 1.000000
fitted d_s = 1.2322 bohr, d_p = 1.2250 bohr
E6s = -0.14332, E6p = -0.09095 hartree; nu(6s) = 1.8678
n  nu  zeta(cm^-1)  split(cm^-1)  R(bohr)  S(bohr)  kappa  R*nu^1.5  S*nu^1.5
6 2.3447 424.72 666.50 5.64440 -0.02627 -0.0047 20.2647 -0.0943
7 3.4010 126.27 196.99 0.43673 0.11349 0.2599 2.7392 0.7118
8 4.4187 56.57 88.11 0.15286 0.06362 0.4162 1.4198 0.5909
9 5.4269 30.36 47.24 0.08004 0.04258 0.5320 1.0119 0.5383
10 6.4314 18.19 28.29 0.05064 0.03132 0.6184 0.8260 0.5108
12 8.4360 8.04 12.50 0.02698 0.01976 0.7326 0.6609 0.4842
15 11.4388 3.22 5.01 0.01470 0.01211 0.8235 0.5687 0.4683
20 16.4405 1.09 1.68 0.00774 0.00688 0.8891 0.5162 0.4590
n  R1/2(bohr)  R3/2(bohr)  f1/2  f3/2  rho_exact  rho_first_order  2*w3/w1
6 5.66759 5.63063 3.588e-01 7.511e-01 2.093 2.091 2.1208
7 0.31241 0.49119 2.158e-03 1.076e-02 4.989 4.703 2.0180
8 0.08401 0.18355 1.842e-04 1.764e-03 9.579 8.593 2.0068
9 0.03418 0.10062 3.276e-05 5.689e-04 17.36 14.66 2.0034
10 0.01700 0.06581 8.418e-06 2.527e-04 30.01 23.57 2.0020
12 0.00580 0.03655 1.018e-06 8.095e-05 79.54 52.25 2.0008
15 0.00175 0.02057 9.509e-08 2.624e-05 276 127.9 2.0003
20 0.00039 0.01109 4.748e-09 7.727e-06 1627 339.2 2.0001
n  <6p|xi|np>(cm^-1) sqrt(z6*zn) En-E6p(cm^-1) a6 | S parts(bohr): core 6p higherE<0 E>0 | 6p share
7 231.57 231.58 10474 0.02211 | -0.00860 0.12479 -0.00516 0.00245 | 1.100
8 155.00 155.00 14341 0.01081 | -0.00554 0.06101 0.00648 0.00167 | 0.959
15 37.00 37.00 19123 0.00193 | -0.00126 0.01092 0.00222 0.00023 | 0.902
dR/dc at 8p: finite difference 0.06362, sum 0.06362 bohr
15p: delta1/2 = 3.5846, delta3/2 = 3.5505, diff 0.0341, 1.5 zeta nu^3 = 0.0330
20p R per sqrt(energy), a.u., j=1/2, spin-free, 3/2: spline [0.0258 0.5162 0.7396] Numerov [0.0258 0.5162 0.7396]
threshold R per sqrt(energy), a.u., j=1/2, spin-free, 3/2: [-0.0109  0.4696  0.6887]
threshold rho = 8036; rho at spin-free zero = 0.419
case: zeros above threshold (hartree) j=1/2, spin-free, 3/2 | R(6p) bohr | rho 7p, 10p, 20p
main rc=4: -0.0006 0.0274 0.0426 | 5.644 | 4.989 30.01 1627
bare r: 0.0525 0.1177 0.1592 | 5.983 | 3.94 6.681 8.526
rc=3: -0.0118 0.0110 0.0230 | 5.572 | 5.829 1.156e+04 9.382
main zeros in eV: -0.015 0.745 1.160
rc=3 refit: d_s = 1.1907, d_p = 1.1956 bohr
control s at 6.5 eV: d_s = 1.9086 bohr, nu = 1.4468, R(20p) nu^1.5 = 4.494
control rho 7p, 10p, 20p: 2.153 2.286 2.336
all assertions hold
```
